# How many electrons take graphene to its van Hove singularity?: a program that tests the result

```python
# RESULT UNDER TEST: in nearest-neighbour tight-binding graphene, moving the
# Fermi level from the Dirac point (E = 0) to the van Hove singularity (E = t)
# adds 1/2 electron per two-atom cell, i.e. n = 1/(sqrt(3) a^2).
# Symbols: a lattice constant, t nearest-neighbour hopping, t2 and t3 second-
# and third-neighbour hoppings, s nearest-neighbour overlap, u = |f| modulus of
# the nearest-neighbour Bloch sum, theta_i = k.a_i, g density of states per cell.
# Bands come from Bloch matrices built from atomic positions and diagonalized.
import numpy as np
from scipy import constants as const
from scipy.optimize import root
from scipy.special import expit

# Rough typical parameters for graphene and for its gates
a = 0.246            # nm
t = 2.7              # eV
t2 = 0.1             # eV
t3 = 0.2             # eV
s = 0.1              # dimensionless
temperature = 300.0  # K
eps_oxide = 3.9      # silicon dioxide
breakdown = 10.0     # MV/cm
c_ionic = 10.0       # uF/cm2
window = 4.0         # V
q = const.e
kT = const.k * temperature / q

a1 = a * np.array([1.0, 0.0])
a2 = a * np.array([0.5, np.sqrt(3) / 2])
site_b = (a1 + a2) / 3
recip = 2 * np.pi * np.linalg.inv(np.array([a1, a2])).T
cell_area = abs(a1[0] * a2[1] - a1[1] * a2[0])
translations = [i * a1 + j * a2 for i in range(-3, 4) for j in range(-3, 4)]


def shell(vectors, distance):
    return [v for v in vectors if abs(np.linalg.norm(v) - distance) < 1e-6]


first = shell([r + site_b for r in translations], a / np.sqrt(3))
second = shell(translations, a)
third = shell([r + site_b for r in translations], 2 * a / np.sqrt(3))
assert (len(first), len(second), len(third)) == (3, 6, 3)


def bloch_sum(k, vectors):
    return sum(np.exp(1j * (k @ v)) for v in vectors)


def upper_band(k, hop2=0.0, hop3=0.0, overlap=0.0):
    k = np.atleast_2d(k)
    f1 = bloch_sum(k, first)
    ham = np.zeros((len(k), 2, 2), complex)
    ham[:, 0, 1] = -t * f1
    if hop3:
        ham[:, 0, 1] -= hop3 * bloch_sum(k, third)
    ham[:, 1, 0] = ham[:, 0, 1].conj()
    if hop2:
        diagonal = -hop2 * bloch_sum(k, second).real
        ham[:, 0, 0] = diagonal
        ham[:, 1, 1] = diagonal
    if overlap:
        metric = np.zeros_like(ham)
        metric[:, 0, 0] = 1
        metric[:, 1, 1] = 1
        metric[:, 0, 1] = overlap * f1
        metric[:, 1, 0] = metric[:, 0, 1].conj()
        return np.linalg.eigvals(np.linalg.solve(metric, ham)).real.max(axis=1)
    return np.linalg.eigvalsh(ham)[:, 1]


def zone_grid(n):
    # unequal offsets keep grid points off the straight critical contour
    x1, x2 = np.meshgrid((np.arange(n) + 0.31) / n,
                         (np.arange(n) + 0.77) / n, indexing="ij")
    return np.column_stack([x1.ravel(), x2.ravel()]) @ recip


m_points = np.array([[0.5, 0.0], [0.0, 0.5], [0.5, 0.5]]) @ recip

# Stationary points of the squared band, found by search without the formula
def gradient(x, h=1e-4):
    shifts = np.array([[h, 0], [-h, 0], [0, h], [0, -h]])
    e2 = (upper_band((x + shifts) @ recip) / t) ** 2
    return np.array([e2[0] - e2[1], e2[2] - e2[3]]) / (2 * h)


rng = np.random.default_rng(4)
levels = set()
for start in rng.random((80, 2)):
    found = root(gradient, start)
    if found.success and np.linalg.norm(gradient(found.x)) < 1e-6:
        level = (upper_band(found.x @ recip)[0] / t) ** 2
        levels.add(int(round(level)))
        assert abs(level - round(level)) < 1e-5
assert levels == {0, 1, 9}

# Each M point is a saddle at E = t
assert np.allclose(upper_band(m_points), t)
for xm in ([0.5, 0.0], [0.0, 0.5], [0.5, 0.5]):
    xm = np.array(xm)
    h = 1e-3
    hess = np.array([(gradient(xm + d) - gradient(xm - d)) / (2 * h)
                     for d in h * np.eye(2)])
    assert np.linalg.det(hess) < 0

# Factorization of the squared band, against diagonalization
xr = rng.random((2000, 2)) - 0.5
th1, th2 = 2 * np.pi * xr.T
product = 8 * np.cos(th1 / 2) * np.cos(th2 / 2) * np.cos((th1 - th2) / 2)
assert np.allclose((upper_band(xr @ recip) / t) ** 2 - 1, product, atol=1e-10)

# Count of states below the singularity
N = 1000
kgrid = zone_grid(N)
energy = upper_band(kgrid)
count = 2 * np.mean(energy < t)
assert abs(count - 0.5) < 2 / N          # boundary error of a sharp count
density = 1 / (np.sqrt(3) * a**2)        # nm^-2
assert abs(count / cell_area / density - 1) < 4 / N
n_cm2 = density * 1e14

# Dirac cone: good at low energy, too low when extrapolated to E = t
cone_at_t = 2 / (np.sqrt(3) * np.pi)
low_count = 2 * np.mean(energy < 0.1 * t)
assert abs(low_count / (cone_at_t * 0.1**2) - 1) < 0.03   # finite grid
assert cone_at_t < 0.8 * count


# Thermally smeared density of states per cell, both spins, upper band
def smeared_dos(mu, width):
    return 2 * np.mean(1 / (4 * width * np.cosh((energy - mu) / (2 * width))**2))


scan = np.linspace(0.8, 1.2, 41)
peak = scan[np.argmax([smeared_dos(m * t, 0.01 * t) for m in scan])]
assert abs(peak - 1) < 0.011
log_step = t * (smeared_dos(t, 0.01 * t) - smeared_dos(t, 0.02 * t))
log_law = 3 * np.log(2) / np.pi**2
assert abs(log_step - log_law) < 5e-3    # terms of order (kT/t)^2 remain

# Temperature: electrons in upper band minus holes in lower band at mu = t
count_warm = 2 * np.mean(expit((t - energy) / kT)) \
    - 2 * np.mean(expit((-energy - t) / kT))
assert abs(count_warm - 0.5) < 0.01
dos_warm = smeared_dos(t, kT)
c_quantum = q * dos_warm / (cell_area * 1e-14) * 1e6     # uF/cm2

# Second neighbours and overlap: level moves, count stays
n_small = 300
small_grid = zone_grid(n_small)
level_2s = upper_band(m_points, hop2=t2, overlap=s)
assert np.allclose(level_2s, (t + 2 * t2) / (1 - s))
count_2s = 2 * np.mean(upper_band(small_grid, hop2=t2, overlap=s) < level_2s[0])
assert abs(count_2s - 0.5) < 2 / n_small
assert abs(level_2s[0] - t) > 0.1

# Third neighbours: level and count both move
level_3 = upper_band(m_points, hop3=t3)
assert np.allclose(level_3, t - 3 * t3)
count_3 = 2 * np.mean(upper_band(kgrid, hop3=t3) < level_3[0])
assert abs(count_3 - 0.5) > 10 / N

# Gate budget
sheet_charge = q * n_cm2 * 1e6                           # uC/cm2
eps = eps_oxide * const.epsilon_0
field = q * n_cm2 * 1e4 / eps / 1e8                      # MV/cm
n_break = eps * breakdown * 1e8 / q / 1e4                # cm^-2
filled = n_break * 1e-14 * cell_area / 2
ef_break = np.quantile(energy, filled)
ef_cone = np.sqrt(3) / 2 * a * t * np.sqrt(np.pi * n_break * 1e-14)
assert abs(ef_break / ef_cone - 1) < 0.03
drop_ionic = sheet_charge / c_ionic
bias_ionic = drop_ionic + t
assert field > breakdown and bias_ionic > window and c_quantum > c_ionic
n_expanded = n_cm2 / 1.01**2

print(f"lattice constant a (rough)              {a:.3f} nm")
print(f"hopping t (rough)                       {t:.2f} eV")
print(f"temperature                             {temperature:.0f} K")
print(f"thermal energy kT                       {kT:.5f} eV")
print(f"cell area                               {cell_area:.5f} nm^2")
print(f"stationary values of u^2                {sorted(levels)}")
print(f"k grid points per direction             {N}")
print(f"counted fraction of zone with E < t     {count / 2:.4f}")
print(f"counted added electrons per cell        {count:.4f}")
print(f"density at singularity                  {density:.3f} nm^-2")
print(f"density at singularity                  {n_cm2:.3e} cm^-2")
print(f"cone estimate at E = t, per cell        {cone_at_t:.4f}")
print(f"cone estimate at E = t                  {cone_at_t / cell_area * 1e14:.3e} cm^-2")
print(f"cone shortfall                          {100 * (1 - cone_at_t / 0.5):.1f} %")
print(f"smeared DOS peak position E/t           {peak:.2f}")
print(f"t*DOS gain, kT/t 0.02 to 0.01, counted  {log_step:.4f}")
print(f"same gain from logarithmic law          {log_law:.4f}")
print(f"sheet charge                            {sheet_charge:.1f} uC/cm2")
print(f"oxide relative permittivity (rough)     {eps_oxide:.1f}")
print(f"oxide breakdown field (rough)           {breakdown:.0f} MV/cm")
print(f"oxide field needed                      {field:.0f} MV/cm")
print(f"field needed / breakdown field          {field / breakdown:.0f}")
print(f"density at oxide breakdown              {n_break:.2e} cm^-2")
print(f"Fermi level at oxide breakdown          {ef_break:.2f} eV")
print(f"ionic gate capacitance (rough)          {c_ionic:.0f} uF/cm2")
print(f"ionic gate window (rough)               {window:.0f} V")
print(f"ionic gate geometric voltage drop       {drop_ionic:.1f} V")
print(f"ionic gate total bias needed            {bias_ionic:.1f} V")
print(f"DOS at singularity, 300 K               {dos_warm:.3f} per eV per cell")
print(f"quantum capacitance there, 300 K        {c_quantum:.0f} uF/cm2")
print(f"electrons per cell at mu = t, 300 K     {count_warm:.5f}")
print(f"second-neighbour hopping t2 (rough)     {t2:.2f} eV")
print(f"overlap s (rough)                       {s:.2f}")
print(f"M level with t2 and s                   {level_2s[0]:.3f} eV")
print(f"electrons per cell with t2 and s        {count_2s:.4f}")
print(f"third-neighbour hopping t3 (rough)      {t3:.2f} eV")
print(f"M level with t3                         {level_3[0]:.3f} eV")
print(f"electrons per cell with t3              {count_3:.3f}")
print(f"density with t3                         {count_3 / cell_area * 1e14:.2e} cm^-2")
print(f"density after 1 % lattice expansion     {n_expanded:.3e} cm^-2")
print("checks complete")
```

It prints:

```
lattice constant a (rough)              0.246 nm
hopping t (rough)                       2.70 eV
temperature                             300 K
thermal energy kT                       0.02585 eV
cell area                               0.05241 nm^2
stationary values of u^2                [0, 1, 9]
k grid points per direction             1000
counted fraction of zone with E < t     0.2500
counted added electrons per cell        0.5000
density at singularity                  9.540 nm^-2
density at singularity                  9.540e+14 cm^-2
cone estimate at E = t, per cell        0.3676
cone estimate at E = t                  7.013e+14 cm^-2
cone shortfall                          26.5 %
smeared DOS peak position E/t           1.00
t*DOS gain, kT/t 0.02 to 0.01, counted  0.2109
same gain from logarithmic law          0.2107
sheet charge                            152.9 uC/cm2
oxide relative permittivity (rough)     3.9
oxide breakdown field (rough)           10 MV/cm
oxide field needed                      443 MV/cm
field needed / breakdown field          44
density at oxide breakdown              2.16e+13 cm^-2
Fermi level at oxide breakdown          0.47 eV
ionic gate capacitance (rough)          10 uF/cm2
ionic gate window (rough)               4 V
ionic gate geometric voltage drop       15.3 V
ionic gate total bias needed            18.0 V
DOS at singularity, 300 K               0.694 per eV per cell
quantum capacitance there, 300 K        212 uF/cm2
electrons per cell at mu = t, 300 K     0.50014
second-neighbour hopping t2 (rough)     0.10 eV
overlap s (rough)                       0.10
M level with t2 and s                   3.222 eV
electrons per cell with t2 and s        0.5000
third-neighbour hopping t3 (rough)      0.20 eV
M level with t3                         2.100 eV
electrons per cell with t3              0.409
density with t3                         7.80e+14 cm^-2
density after 1 % lattice expansion     9.352e+14 cm^-2
checks complete
```
